# Curvature of Two Misfitting Films Separated by a Shear-Rigid Spacer

**The system.** Two films have the same thickness $h$, Young modulus $E$ and Poisson ratio $\nu$. Released from each other, they would take the uniform in-plane strains $e_t$ (top) and $e_b$ (bottom), equal in both in-plane directions. These are their misfits, and $\Delta=e_t-e_b\neq0$. A spacer of thickness $s\ge0$ joins them, and $d=h+s$ is the distance between the film mid-planes. The plate is a free disc of radius $R$, much larger than $d$. Curvature $\kappa$ is the through-thickness gradient of in-plane strain, positive when the top face is longer. The algebra holds in any consistent units, atomic units included.

In parts (a) to (c) the spacer transmits shear rigidly, has negligible in-plane stiffness, and deflections are small.

## (a) Find the curvature.

**Answer.** Under equal biaxial stress $\sigma$ the elastic strain is $(\sigma-\nu\sigma)/E$ in each direction. Hence $\sigma=M(\varepsilon-e)$, with $M=E/(1-\nu)$. Two equal directions each store $\tfrac12\sigma(\varepsilon-e)$, so the energy density is $M(\varepsilon-e)^2$.

Rigid shear transfer keeps a straight normal straight through the whole stack. With $z$ measured from the middle of the spacer, $\varepsilon=\varepsilon_0+\kappa z$, and the energy per area is

$$W=M\int_{\rm films}(\varepsilon_0+\kappa z-e)^2\,dz .$$

The films occupy $s/2<|z|<s/2+h$. Over them $\int dz=2h$, $\int z\,dz=0$, and

$$I=\int z^2dz=2\left[\frac{h^3}{12}+h\left(\frac d2\right)^2\right]=\frac{h^3}{6}+\frac{hd^2}{2}.$$

A free plate minimizes $W$. Stationarity in $\varepsilon_0$, which is zero net force, gives

$$2h\varepsilon_0-h(e_t+e_b)=0,\qquad \varepsilon_0=\tfrac12(e_t+e_b).$$

Stationarity in $\kappa$, which is zero net moment, gives

$$\kappa I-\left(e_t\frac{hd}{2}-e_b\frac{hd}{2}\right)=0,\qquad \kappa I=\frac{\Delta hd}{2}.$$

Dividing by $I$ and multiplying numerator and denominator by $6/h$,

$$\boxed{\kappa=\frac{3\Delta d}{h^2+3d^2}}$$

With no spacer $d=h$ and $\kappa=3\Delta/(4h)$.

## (b) Show that increasing $s$ always reduces $|\kappa|$. Why does the longer lever arm not win?

**Answer.** At fixed $h$ and $\Delta$, $dd/ds=1$. The quotient rule gives

$$\frac{d\kappa}{ds}=3\Delta\,\frac{(h^2+3d^2)-d(6d)}{(h^2+3d^2)^2}=3\Delta\,\frac{h^2-3d^2}{(h^2+3d^2)^2}.$$

Since $d\ge h$, the numerator satisfies $h^2-3d^2\le-2h^2<0$. The derivative therefore has the sign opposite to $\Delta$, and hence to $\kappa$, so $|\kappa|$ falls strictly for every $s\ge0$.

The driving moment does grow, in proportion to $d$. The stiffness $I$ contains $h^3/6$, which is independent of $d$, and $hd^2/2$. If the first term dominated, a longer arm would raise the curvature. The changeover is at $d=h/\sqrt3\approx0.577h$, where the films would have to overlap. Films that do not overlap are already past it.

## (c) Find the mean stress in each film, and explain the limit of a thick spacer.

**Answer.** The mean strain of the top film is the strain at its mid-plane, $\varepsilon_0+\kappa d/2$. Subtracting $e_t$ leaves $-\Delta/2+\kappa d/2$, so

$$\bar\sigma_t=\frac{M\Delta}{2}\left(\frac{3d^2}{h^2+3d^2}-1\right)=-\frac{M\Delta h^2}{2(h^2+3d^2)},\qquad \bar\sigma_b=-\bar\sigma_t .$$

For $\Delta>0$ the top film is compressed. Bending within each film adds a stress that varies by $\pm M\kappa h/2$ about this mean, which is $3d/h$ times the mean in magnitude.

As $d/h\to\infty$ both parts vanish and $\kappa\to\Delta/d$. Each film then has nearly its natural length, and a fixed difference of length spread over a larger separation requires less curvature.

## (d) Evaluate the result for $h=100$ nm, $E=250$ GPa, $\nu=0.25$, $\Delta=10^{-4}$ and $s$ up to 500 nm.

**Answer.** The modulus is $M=250/0.75=333.3$ GPa. For the two end cases,

$$\kappa(0)=\frac{3\times10^{-4}\times100}{100^2+3\times100^2}\ {\rm nm^{-1}}=750\ {\rm m^{-1}},$$

$$\kappa(500\ {\rm nm})=\frac{3\times10^{-4}\times600}{100^2+3\times600^2}\ {\rm nm^{-1}}=165\ {\rm m^{-1}}.$$

In atomic-scale units these are $7.50\times10^{-8}$ and $1.65\times10^{-8}$ Å$^{-1}$.

| $s$ (nm) | $\kappa$ (m$^{-1}$) | mean film stress, magnitude (MPa) |
|---:|---:|---:|
| 0 | 750 | 4.17 |
| 100 | 462 | 1.28 |
| 500 | 165 | 0.15 |

Between the end cases the moment grows by $600/100=6$. The bending stiffness $MI$ grows by 27.25, from $1.39\times10^9$ to $3.78\times10^{10}$ eV. The curvature therefore falls by $27.25/6=4.54$.

## (e) Give the spacer a biaxial modulus $rM$ and a uniform misfit $e_s$. Does the conclusion survive?

**Answer.** The energy gains $rM\int_{-s/2}^{s/2}(\varepsilon_0+\kappa z-e_s)^2dz$. In the moment equation the terms in $\varepsilon_0$ and $e_s$ multiply $\int z\,dz=0$. What remains is $r\kappa s^3/12$, so the spacer's misfit changes $\varepsilon_0$ but not $\kappa$:

$$\kappa\left(I+\frac{rs^3}{12}\right)=\frac{\Delta hd}{2},\qquad
\frac{\Delta}{\kappa}=d+\frac{h^2}{3d}+\frac{rs^3}{6hd}.$$

The first two terms together have derivative $1-h^2/(3d^2)\ge2/3$. The last is proportional to $s^3/(s+h)$, whose derivative $s^2(2s+3h)/(s+h)^2$ is not negative. Thus $|\kappa|$ still falls, for any fixed $r\ge0$.

For a polymer with Young modulus 3 GPa and Poisson ratio 0.35, the biaxial modulus is 4.62 GPa and $r=4.62/333.3\approx0.014$. At $s=500$ nm this lowers the curvature by 0.8 % of its value in (a). For $s\gg h$ the neglect requires $rs\ll6h$, as the ratio of the last term to the first shows.

## (f) Let the spacer have a finite shear modulus $G$. Find the curvature along a strip $-R<x<R$, and decide whether its central value still falls with $s$.

**Answer.** Neglect the spacer's in-plane stiffness again and let it keep its thickness, so both films share one rotation $\theta(x)$, with $\theta'=\kappa$. Let $u_t,u_b$ be the mid-plane displacements. The film faces touching the spacer move by $u_t-\theta h/2$ and $u_b+\theta h/2$. Film normals stay perpendicular to the films, so the slope of the deflection is $-\theta$. The spacer's shear strain is

$$\gamma=\frac{u_t-u_b-h\theta}{s}-\theta=\frac{u_t-u_b-d\theta}{s}.$$

This one-dimensional model takes the film modulus to be $M$. For a real strip or disc that is an approximation; within the model it affects only the decay constant $k$ found below, not the shear-rigid limit. The energy per width is

$$\int\left[\frac{Mh}{2}(u_t'-e_t)^2+\frac{Mh}{2}(u_b'-e_b)^2+\frac{Mh^3}{12}\theta'^2+\frac{Gs}{2}\gamma^2\right]dx .$$

Let $N_{t,b}=Mh(u_{t,b}'-e_{t,b})$ be the film forces. Varying the displacements gives $N_t'=G\gamma$ and $N_b'=-G\gamma$. Both forces vanish at the free ends, so $N_b=-N_t\equiv N$. Varying $\theta$ gives $(Mh^3/6)\kappa'=-dG\gamma=dN'$. The end moments vanish too, so

$$\frac{Mh^3}{6}\kappa=dN .$$

Now differentiate $s\gamma$, using $u_t'-u_b'=\Delta-2N/(Mh)$ and $2N/(Mh)=h^2\kappa/(3d)$:

$$s\gamma'=\Delta-\frac{h^2+3d^2}{3d}\kappa=\frac{h^2+3d^2}{3d}(\kappa_\infty-\kappa),$$

where $\kappa_\infty$ is the result of (a). Since $N''=-G\gamma'$ and $N=Mh^3\kappa/(6d)$,

$$\kappa''=k^2(\kappa-\kappa_\infty),\qquad k^2=\frac{2G(h^2+3d^2)}{Mh^3s}.$$

The conditions $\kappa(\pm R)=0$ give

$$\kappa(x)=\kappa_\infty\left[1-\frac{\cosh kx}{\cosh kR}\right].$$

At the centre $\kappa_c=\kappa_\infty f(y)$, with $y=k^2R^2$ and $f(y)=1-1/\cosh\sqrt y$. Two properties of $f$ are needed. It increases with $y$. It is also concave, because

$$\frac1{\cosh\sqrt y}=\prod_{n=1}^{\infty}\frac1{1+y/b_n},\qquad b_n=\left(n-\tfrac12\right)^2\pi^2,$$

is a product of positive, decreasing, convex factors. For two such factors $(pq)''=p''q+2p'q'+pq''>0$, so convexity passes to the product. Concavity with $f(0)=0$ means that $f/y$ does not increase.

Hold $G$, $M$, $h$ and $R$ fixed. The $s$-dependence of $y$ is

$$\frac{h^2+3d^2}{s}=\frac{4h^2}{s}+6h+3s,$$

which falls until $s=2h/\sqrt3$ and then rises. While it falls, $\kappa_\infty$ and $f$ both fall in magnitude. When it rises, use $\kappa_\infty=3\Delta d/(h^2+3d^2)$ to write

$$\kappa_c=\frac{6\Delta GR^2}{Mh^3}\,\frac ds\,\frac{f(y)}{y}.$$

Here $d/s=1+h/s$ falls and $f/y$ does not rise. The central curvature therefore falls with $s$ throughout, within this strip model.

The polymer of (e) has $G=1.11$ GPa. In this model, which takes the shear as uniform across the spacer, its longest edge zone, $1/k$, is 341 nm, at $s=115$ nm. For $R=10\,000$ nm the centre is then effectively shear-rigid. With $G=1$ MPa, a rough value for a softened polymer, the picture changes:

| $s$ (nm) | $1/k$ (nm) | $\kappa_c/\kappa_\infty$ | $\kappa_c$ (m$^{-1}$) |
|---:|---:|---:|---:|
| 100 | 11 300 | 0.29 | 136 |
| 500 | 8 700 | 0.42 | 70 |

The thicker spacer retains a larger fraction of its rigid-shear curvature, yet bends less. For the disc these strip values are estimates, and somewhat high: solving the same model with radial symmetry gives about 117 and 61.5 m$^{-1}$ at the centre, in the same order.

## (g) How small must the deflection be?

**Answer.** Return to the shear-rigid disc and restrict its shape to a spherical cap, $w=-\kappa r^2/2$. Such a cap must also stretch. With radial displacement $u$, the membrane strains are $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$, so $\varepsilon_r-(r\varepsilon_\theta)'=\kappa^2r^2/2$. Radial equilibrium is $N_\theta=(rN_r)'$. Hooke's law for total film thickness $2h$ then gives

$$N_r-(rN_\theta)'=2Eh\,\frac{\kappa^2r^2}{2},$$

because the terms in $\nu$ cancel by equilibrium. The solution with a free edge is

$$N_r=A(R^2-r^2),\qquad N_\theta=A(R^2-3r^2),\qquad A=\frac{2Eh\kappa^2}{16}.$$

The energy per area is $[(N_r+N_\theta)^2-2(1+\nu)N_rN_\theta]/(4Eh)$. With $q=r^2/R^2$ uniform on $(0,1)$ for an area average, $\langle(N_r+N_\theta)^2\rangle=4A^2R^4\int_0^1(1-2q)^2dq=4A^2R^4/3$. The product averages to zero, since $\int_0^1(1-q)(1-3q)\,dq=0$. The mean membrane energy is thus $2Eh\kappa^4R^4/384$.

This adds to the bending energy $MI(\kappa^2-2\kappa\kappa_0)$, where $\kappa_0$ is the small-deflection result. Cross terms vanish because the films are symmetric about $z=0$. Setting the derivative to zero and dividing by $2MI$,

$$\kappa-\kappa_0+\frac{c}{I}\kappa^3=0,\qquad c=\frac{2EhR^4}{192M}.$$

To see when the conclusion fails, differentiate $I\kappa+c\kappa^3=\Delta hd/2$ with respect to $d$, using $dI/dd=hd$:

$$(I+3c\kappa^2)\frac{d\kappa}{dd}=\frac{\Delta h}{2}-hd\kappa
=\frac{\kappa}{d}\left[c\kappa^2-\frac{h(3d^2-h^2)}{6}\right].$$

The bracket is negative, and $|\kappa|$ falls, when

$$\frac{\kappa_0}{\kappa}-1=\frac{c\kappa^2}{I}<\frac{3d^2-h^2}{3d^2+h^2}.$$

The right side is $1/2$ at $s=0$ and larger for thicker spacers. Beyond this limit a thicker spacer raises the curvature of the spherical shape. The limit belongs to the cap: a disc free to choose its shape flattens more at its centre, and near $s=0$ its central curvature starts to rise with $s$ at a much smaller misfit, about 0.43 of the cap's limiting value for $\nu=0.25$. In the example with $R=10\,000$ nm that is $\Delta\approx5.6\times10^{-4}$.

The sphere itself may lose stability first. Give the disc principal curvatures $\kappa\pm\delta$. The membrane energy depends only on the square of their product, so to order $\delta^2$ it falls by $cM\kappa^2\delta^2$, while the bending energy rises by $MI\delta^2(1-\nu)/(1+\nu)$. Among such quadratic shapes the cap is therefore unstable once $c\kappa^2/I>(1-\nu)/(1+\nu)$, which is 0.6 for $\nu=0.25$. For the cap with $s>0.155h$ this happens before the limit above is reached, and the spherical result then no longer applies. That ordering belongs to the cap alone. For $\nu=0.25$ a disc free to choose its shape loses axial symmetry at a misfit about 3 % higher, and at every $s$ its central curvature begins to rise with $s$ before that point. In the example with $R=10\,000$ nm, stretching lowers the curvature of the cap by 0.65 % at $s=0$ and by less than 0.01 % at 500 nm, relative to $\kappa_0$. A disc free to depart from the cap shape loses more at its centre, about 1.4 % at $s=0$. The small-deflection condition is well met.

## (h) How does the example compare with a real device?

**Answer.** The numbers represent, roughly, two low-stress silicon-nitride films on a glassy polymer spacer. The stress scale $M\Delta\approx33$ MPa is deliberately small; nitride films can carry stresses of several hundred MPa or more, and if the two films differ by that much the small-deflection result fails for this radius near $s=0$. The cap criterion in (g) is then too lenient: it still passes at $M\Delta=300$ MPa, whereas the central curvature of the free disc starts to rise with $s$ from about 190 MPa. Heating that softens the polymer breaks the shear-rigid assumption: at $s=500$ nm and $G=1$ MPa the central curvature in (f) is 58 % below the rigid result for the strip and 63 % below it for the disc.

Real films also differ in thickness. Take a top film 5 % thicker and a spacer misfit of $-5\times10^{-3}$, a rough allowance for shrinkage. At $s=500$ nm the curvature rises by 9 %, relative to equal films with the same spacer. The rise comes from a lost symmetry. Measured from the middle of the spacer, the film mid-planes are now at $302.5$ nm and $-300$ nm. The films' stiffness-weighted centre is therefore at $(1.05\times302.5-300)/2.05\approx8.6$ nm, so the spacer's contraction acts below it with that lever arm. The contraction force scale, $4.62\times500\times0.005\approx12$ GPa nm, exceeds the films' $M\Delta h\approx3.3$ GPa nm. The ratio of moments is about $(12\times8.6)/(3.3\times300)\approx10$ %, close to the computed rise.

Using a thicker spacer to flatten such a plate is therefore justified for matched films, fixed misfits and small deflection. With unmatched films, spacer shrinkage must be included. The remaining values are in the numerical output.

## Numbers as computed

```
film thickness h = 100 nm; disc radius R = 10000 nm
film Young modulus = 250 GPa; Poisson ratio = 0.25
film biaxial modulus M = 333.3 GPa
misfit difference = 1.0e-04 (top minus bottom)
spacer Young modulus = 3.0 GPa; Poisson ratio = 0.35
spacer biaxial modulus = 4.62 GPa; shear modulus = 1.11 GPa
s (nm) | d (nm) | curvature (1/m) | radius (mm) | |film stress| (MPa)
    0 |   100 |   750.0 |  1.333 |  4.167
   50 |   150 |   580.6 |  1.722 |  2.151
  100 |   200 |   461.5 |  2.167 |  1.282
  200 |   300 |   321.4 |  3.111 |  0.595
  500 |   600 |   165.1 |  6.056 |  0.153
curvature at s = 0: 7.500e-08 1/angstrom
curvature at s = 500 nm: 1.651e-08 1/angstrom
from s = 0 to 500 nm: moment grows by factor 6.00
  stiffness grows by factor 27.25
  curvature falls by factor 4.54
bending stiffness M*I at s = 0 nm: 1.387e+09 eV
bending stiffness M*I at s = 500 nm: 3.780e+10 eV
separation of greatest curvature: d/h = 0.5774
spacer stiffness changes curvature at 500 nm by -0.79 %
large-deflection change of curvature at s = 0 nm: -0.65 %
large-deflection change of curvature at s = 500 nm: -0.00 %
longest edge zone, glassy spacer: 341 nm at s = 115 nm
  central curvature lost there: 3.6e-13 of the whole
softened spacer, shear modulus 1 MPa (strip model):
  s = 100 nm: edge zone 11323 nm, fraction kept 0.294, curvature 135.6 1/m
  s = 500 nm: edge zone 8744 nm, fraction kept 0.421, curvature 69.6 1/m
top film 5 % thicker, spacer misfit -5.0e-03, s = 500 nm:
  curvature changes by 9.0 %
largest relative error of curvature formula: 1.8e-15
largest strip-profile error / limiting curvature: 9.1e-06
```
